Why fitting logarithms of photon counts biases film roughness

**Q:** I measure X-ray reflectivity from a thick film and fit the logarithm of the counts, because the signal falls by four decades. The counting noise is as likely to help as to hurt, and its mean is zero. Why should the logarithm shift my answer?

**A:** The noise in the count has zero mean, but the noise in its logarithm does not. Let N be the number of photons recorded at one setting, a Poisson count with mean μ from an ideal detector:

P(n) = e^(−μ) μⁿ/n!

Since ln 0 does not exist, I first assume that points with N = 0 are discarded. All means of ln N below are therefore conditional on N ≥ 1.

We need the variance. In the sum for the mean of N(N−1), the factor n(n−1) cancels two factors of n!, so

E[N(N−1)] = μ² Σ e^(−μ) μ^(n−2)/(n−2)! = μ²

Var N = E[N(N−1)] + E[N] − μ² = μ² + μ − μ² = μ

Now write N = μ + δ and expand:

ln N = ln μ + δ/μ − δ²/(2μ²) + δ³/(3μ³) − δ⁴/(4μ⁴) + …

The linear term averages to zero. The quadratic one does not, because δ² is never negative:

E[ln N] − ln μ ≈ −Var N/(2μ²) = −μ/(2μ²) = −1/(2μ)

A downward fluctuation lowers the logarithm by more than an equal upward one raises it. At μ = 10, counts of 7 and 13 have mean 10, but the mean of their logarithms is ½ ln 91 = 2.255, below ln 10 = 2.303.

**Q:** You expanded a logarithm whose series converges only for −μ < δ ≤ μ, and you threw away the zeros. Does that matter?

**A:** For large μ it does not. Typical fluctuations have size √μ, so δ/μ is about 1/√μ. A Taylor polynomial with remainder holds for |δ| < μ/2, and counts outside that range have exponentially small probability. Discarding zeros moves the mean of δ by

μ/(1 − e^(−μ)) − μ = μe^(−μ)/(1 − e^(−μ))

which is also exponentially small. The result is an asymptotic series in 1/μ.

The next term needs two more moments. For a Poisson count,

E[e^(tδ)] = exp[μ(e^t − 1 − t)]
= 1 + μt²/2 + μt³/6 + (μ/24 + μ²/8)t⁴ + …

Multiplying the coefficients of t³ and t⁴ by 3! and 4! gives E[δ³] = μ and E[δ⁴] = 3μ² + μ. Hence the terms of order 1/μ² are

1/(3μ²) − 3/(4μ²) = −5/(12μ²)

E[ln N | N ≥ 1] − ln μ = −1/(2μ) − 5/(12μ²) + O(μ⁻³)

**Q:** Is the cause the Poisson law or the logarithm?

**A:** It is the curvature of the logarithm multiplied by the variance of the count. Poisson statistics enter by setting that variance to μ. Consider instead a binomial count: a fixed number n of trials, each successful with probability p. Its mean is μ = np and its variance is np(1−p) = μ(1−p), so the leading error should be

−μ(1−p)/(2μ²) = −(1−p)/(2μ)

For μ = 100 and p = 0.5 this is −0.00250. Summing ln n over the binomial probabilities gives −0.00252. The mean count is the same as in a Poisson case with μ = 100, but half the variance gives half the error.

**Q:** How low can the count be before −1/(2μ) stops being useful?

**A:** Direct sums over the Poisson probabilities, with zeros discarded, give these errors:

μ = 1: +0.351, against −0.500
μ = 2: +0.000, against −0.250
μ = 3: −0.094, against −0.167
μ = 5: −0.105, against −0.100
μ = 10: −0.055, against −0.050
μ = 100: −0.00504, against −0.00500

At ten counts the leading term is about 9% smaller in size than the summed error. The close agreement at five counts is partly accidental: adding the next term gives −0.117, which is worse.

The error changes sign near μ = 2.0. Below that, discarding zeros matters more than curvature. As μ → 0,

P(1 | N ≥ 1) = μe^(−μ)/(1 − e^(−μ)) → 1

Nearly every retained count is then 1, with logarithm zero, so the error tends to −ln μ, which is large and positive. "The logarithm reads low" is therefore a statement about moderate counts, not about the faintest points.

**Q:** How does this become an error in my film? I want its roughness.

**A:** We need a model for the expected counts. In atomic units the photon wavenumber is k = E/c. At grazing angle α the vertical momentum transfer is q = 2k sin α. Let the film's refractive index be 1 − η, with η small, and neglect absorption for now. The wavenumber along the surface is conserved, so the vertical wavenumber inside, q′/2, obeys

(q′/2)² = (1 − 2η)k² − k² cos²α = (q/2)² − 2ηk²

q′² = q² − 8ηk²

Write κ = q/2 and κ′ = q′/2. Suppose the surface lies at height ζ. Above it are an incoming wave a e^(−iκz) and a reflected wave b e^(iκz); below it is t e^(−iκ′z). For a field polarized perpendicular to the plane of incidence, continuity of the field and its slope gives

a e^(−iκζ) + b e^(iκζ) = t e^(−iκ′ζ)
κ[a e^(−iκζ) − b e^(iκζ)] = κ′ t e^(−iκ′ζ)

Dividing the second equation by κ, then adding and subtracting, gives

a = t (κ+κ′)/(2κ) e^(i(κ−κ′)ζ)
b = t (κ−κ′)/(2κ) e^(−i(κ+κ′)ζ)

For a smooth surface at ζ = 0 the reflectivity is R_F = [(q−q′)/(q+q′)]². For a rough one, let ζ be Gaussian with standard deviation σ, and average a and b at fixed t. This is an approximation. Since the Gaussian mean of e^(iuζ) is e^(−u²σ²/2), the ratio b/a acquires the factor

exp{−[(κ+κ′)² − (κ−κ′)²]σ²/2} = exp(−2κκ′σ²)

Squaring it and using 4κκ′ = qq′ gives the Névot–Croce form

R = R_F exp(−σ²qq′)

With I₀ incident photons per point, s = σ² and g = qq′, the expected count at point j satisfies

ln μ_j = a₀ + ln(I₀R_F,j) − s g_j

Here a₀ is a free logarithmic scale whose true value is zero. If η is known, the model is linear in a₀ and s, so an unweighted log fit adds no model curvature of its own.

**Q:** Then which way does the roughness move?

**A:** Define y_j = ln N_j − ln(I₀R_F,j). The fit minimizes Σ(y_j − a₀ + s g_j)². Setting the derivative with respect to a₀ to zero gives a₀ = ȳ + sḡ, where bars denote averages over points. Substitution leaves

Σ[(y_j − ȳ) + s(g_j − ḡ)]²

and the derivative with respect to s gives

ŝ = −Σ(g_j − ḡ)y_j / Σ(g_j − ḡ)²

The term with ȳ vanished because Σ(g_j − ḡ) = 0. This estimate is linear in y, so a mean log error −1/(2μ_j) produces

Δs = Σ(g_j − ḡ)/(2μ_j) / Σ(g_j − ḡ)²

If μ falls as g rises, 1/μ and g rise together and Δs is positive. The far tail is read too low, the decay looks too steep, and the fitted roughness is too large. The same algebra applies to film thickness d obtained from attenuation, ln μ = a₀ − d g, with g the path per unit thickness divided by the attenuation length. There too the leading error overestimates d when the longest paths have the fewest counts.

**Q:** Put numbers on it for a tungsten film.

**A:** Take a polished film 1000 nm thick with σ = 0.50 nm, and a photon energy of 8048 eV, for which k = 40.8 nm⁻¹. Use η = 4.6×10⁻⁵, 1.5×10⁸ incident photons per point, and 61 equally spaced points from q = 2 to 5 nm⁻¹.

The critical momentum transfer is √(8ηk²) = 0.782 nm⁻¹. At the last point

q′ = √(25 − 0.782²) = 4.94 nm⁻¹
g = 5 × 4.94 = 24.7 nm⁻²

The smooth reflectivity is about 3.8×10⁻⁵, and roughness multiplies it by e^(−0.25×24.7) = 0.0021. With the incident photons this leaves 12.0 expected counts, against about 103,000 at the first point. The leading log error at the end is −1/(2×12.0) = −0.042; the direct Poisson sum gives −0.045.

Putting all 61 leading errors into the formula gives Δs = 1.10×10⁻³ nm². Using direct sums gives 1.16×10⁻³ nm², of which 96% comes from points expecting fewer than 100 counts. Since s = σ²,

Δσ ≈ Δs/(2σ) = 1.16×10⁻³/(2×0.50) ≈ 1.2×10⁻³ nm = 0.012 Å

This is about 0.2% of σ.

**Q:** That is tiny. Why should I care?

**A:** For one scan you may not need to. The variance of ŝ is Σ(g_j − ḡ)² Var(ln N_j) / [Σ(g_j − ḡ)²]². With Poisson sums for each variance, the standard deviation is 3.2×10⁻³ nm², so the bias is 0.36 of the scatter.

Now record 25 equal scans and average their logarithms. The scatter falls by √25 = 5, to 6.5×10⁻⁴ nm², but the bias stays at 1.16×10⁻³ nm². It is then 1.8 times the scatter. More scans treated this way give a sharper value around the wrong roughness.

Add the counts first and take one logarithm, and each mean becomes 25μ_j. The shift drops to 4.4×10⁻⁵ nm², about 0.07 of the scatter.

The design rule follows for a fixed total expectation M at one point, divided among K equal frames. Each frame expects M/K counts, so averaging logarithms gives

bias ≈ −K/(2M), scatter ≈ 1/√M
|bias|/scatter ≈ K/(2√M)

The scatter uses Var(ln N) ≈ Var N/μ² = 1/μ for each frame: averaging K frames gives (1/K)(K/M) = 1/M. The rule requires M/K to be at least about ten, and a film and beam that do not drift between frames. Splitting the exposure may still be useful for detecting drift, provided that the counts are added before the logarithm is taken.

**Q:** My low-count points are noisy anyway. If I weight each squared residual by its observed count, does the bias disappear?

**A:** It shrinks here, but it also changes sign. Let ε = ln N − ln μ. To second order in δ,

Nε = (μ + δ)[δ/μ − δ²/(2μ²)]
≈ δ + δ²/μ − δ²/(2μ)
= δ + δ²/(2μ)

Its mean is +½. With fixed weights μ it would have been μ × [−1/(2μ)] = −½. Observed weights favour upward fluctuations, and this reverses the sign.

The weights also change the fit matrix. Let x_j = (1, −g_j) be a column vector, and let Δ be the error of the fitted pair (a₀, s). The weighted normal equations are

(H + D)Δ = Σ N_j ε_j x_j
H = Σ μ_j x_j x_jᵀ, D = Σ δ_j x_j x_jᵀ

To first order in D, the inverse of H + D is H⁻¹ − H⁻¹DH⁻¹. Counts at different points are independent, so E[δ_iδ_j] is μ_j for i = j and zero otherwise. The product of D with Σδ_jx_j therefore averages to

E[D H⁻¹ Σ δ_j x_j] = Σ μ_j x_j h_j, h_j = x_jᵀH⁻¹x_j

and the leading bias is

E[Δ] ≈ H⁻¹ Σ x_j(½ − μ_j h_j)

For this scan the formula gives −9.5×10⁻⁵ nm² in s. The mean over 20,000 simulated scans agrees to the digits shown; the known linear noise term, whose mean is zero, was subtracted from each result to sharpen that mean. Roughness is now slightly underestimated. The scatter is 6.5×10⁻⁴ nm², five times smaller than without weights, because the fit relies on the well-counted points.

**Q:** What should I fit instead?

**A:** Fit the counts with their Poisson likelihood. Apart from a constant, its logarithm is

ℓ = Σ[N_j ln μ_j(a₀,s) − μ_j(a₀,s)]

Because ln μ_j is linear in the parameters, its gradient is x_j, and that of μ_j is μ_jx_j. The maximum satisfies

Σ x_j[N_j − μ_j(â₀,ŝ)] = 0

At the true parameters N_j − μ_j has zero mean. No logarithm of a measured count appears, and a zero count is ordinary data.

**Q:** Does that make the fitted roughness unbiased?

**A:** Not strictly. The expected count is an exponential function of the parameters, and that curvature remains. With u_j = x_jᵀΔ, expansion to second order gives

μ_j(â₀,ŝ) ≈ μ_j(1 + u_j + u_j²/2)

Σ x_jδ_j ≈ HΔ + ½Σ x_jμ_ju_j²

At first order Δ = H⁻¹Σx_jδ_j. Its covariance is H⁻¹HH⁻¹ = H⁻¹, so E[u_j²] = h_j. Taking the mean of the second-order equation, whose left side averages to zero, gives

E[Δ] ≈ −½H⁻¹ Σ x_jμ_jh_j

For s this is 1.0×10⁻⁶ nm², and the simulated scans, treated as before, give the same value. The scatter is again 6.5×10⁻⁴ nm². In this example the remaining bias is less than 0.2% of the scatter.

**Q:** My software accepts only logarithms. Can I at least repair the zeros?

**A:** Using ln(N + ½) admits them and removes the leading error. Put v = δ + ½ and keep all counts. The required moments are

E[v] = ½, E[v²] = μ + ¼
E[v³] = μ + 3μ/2 + ⅛ = 5μ/2 + ⅛
E[v⁴] = 3μ² + O(μ)

Substitution into the logarithmic series gives

E[ln(N+½)] − ln μ
= 1/(2μ) − (μ+¼)/(2μ²) + 5/(6μ²) − 3/(4μ²) + …
= (−⅛ + 5/6 − ¾)/μ² + …
= −1/(24μ²) + …

The half count cancels the curvature error at order 1/μ. At μ = 200, direct summation gives −0.0421 for μ² times the error, close to −1/24 = −0.0417. This is a large-μ correction. When μ is well below one, most values become ln ½ and the measurement no longer follows ln μ.

**Q:** Would the logarithmic bias be visible beside the faults of a real instrument?

**A:** The energy, optical constants, flux and detector values here are rough typical ones for a laboratory measurement. A roughness of 0.50 nm on a metal film this thick presumes polishing; an unpolished film can be much rougher. I passed several neglected effects, without noise, through the same unweighted log fit. For comparison, the counting bias is +1.2×10⁻³ nm in σ.

An unsubtracted background of 0.1 count per point shifts σ by −2.2×10⁻⁴ nm. A dead time of 10⁻⁷ s, with one second per point, shifts it by −2.4×10⁻⁴ nm. A film 2% less dense than assumed gives −1.2×10⁻⁴ nm, and an angular offset of 0.001° gives +2×10⁻⁵ nm. The model is for perpendicular polarization; an unpolarized beam lowers the reflectivity at the last point by about 0.7% and gives +3×10⁻⁴ nm.

Absorption and reflection from a silicon substrate, found by matching waves at both interfaces, add +4×10⁻⁵ nm if the film is exactly 1000 nm thick and both interfaces have 0.50 nm roughness, described by the roughness factor above. That small value is partly luck. Waves from the two interfaces interfere, and 61 points are too few to follow the fringes. With an absorbing error-function density profile at each interface in place of that factor, thicknesses between 940 and 1060 nm give total shifts from about −8×10⁻⁴ nm to nearly zero. The centre of that range, about −4×10⁻⁴ nm, remains without any substrate and comes from the absorbing profile; the fringes add about ±4×10⁻⁴ nm around it. If the buried interface has a roughness of only 0.3 nm, the shift can exceed 2×10⁻³ nm in size, more than the counting bias. These figures assume perfect angular resolution; where the fringes matter, they belong in the film model. For a thick film without absorption, replacing the roughness factor by an error-function density profile, cut into 0.02 nm slices and solved by the same matching, gives −6×10⁻⁵ nm; with much finer slices the shift settles at −9×10⁻⁵ nm. A beam 0.1 mm high covers at most 4.1 mm of the surface, so a sample longer than that along the beam intercepts all of it when centred.

For these settings, with a bare tungsten surface and equal roughness at both interfaces, the counting bias is the largest single one of these shifts, but the order is not general. Background, dead time, density error, angular offset and the absorbing film together give −0.5×10⁻³ to −1.3×10⁻³ nm, depending on thickness, which is comparable to the counting bias and of opposite sign. Background acts at the same faint points with the opposite sign. At one count per point, its shift would be nearly ten times larger, about −2×10⁻³ nm, and would exceed the counting bias. A likelihood fit must therefore include background in the expected count. A surface layer matters far more: an oxide 0.5 to 2 nm thick, with rough optical constants for tungsten oxide and left out of the model, shifts σ by several hundredths of a nanometre in either direction, tens of times the counting bias. Diffuse scattering and a non-Gaussian surface are outside these estimates, and no choice of statistical fit removes an error in the film model itself.
